# Core-valence separation: neglected coupling, second-order error and size reduction, part 1

(Sections cited here and not found follow in the second part.)

## 1. The neglected block and its energy error

### Result and conventions

Core-valence separation (CVS) removes the matrix elements that couple the wanted core excitations to the other configurations. Let $x_n$ be a normalized CVS state with energy $\Omega_n$. If it is isolated from the other retained states and from every omitted state to which it couples, the leading error is

$$
E_n-\Omega_n\simeq\delta_n=\sum_m
\frac{|\langle m|V|x_n\rangle|^2}{\Omega_n-\Omega_m}. \tag{1}
$$

Here $V$ is the omitted coupling, $E_n$ is the corresponding full energy, and $m$ labels states of the omitted space. For $o$ occupied spatial orbitals, $c$ of them core orbitals of the chosen edge, the singles space shrinks by $o/c$. The doubles space with one core hole shrinks by about $o/(2c)$ when $o\gg c$ and there are many virtual orbitals.

Hartree atomic units are used, with Ha for energies and mHa for small shifts. Orbitals and matrices are real, configurations are orthonormal, and the Hamiltonian matrix $H$ is symmetric. The reference is a closed-shell Hartree-Fock determinant. Excitation energies before and after separation are measured from the same ground-state energy, so a level shift is also an excitation-energy shift. If a calculation changes its ground state as well, the excitation-energy shift is the level shift minus the ground-state shift.

### Eliminating the omitted space

Let $C$ be the retained core-excited configurations and $Q$ all the others. With $V=H_{QC}$, the eigenvalue equation is

$$
\begin{pmatrix}H_{CC}&V^T\\V&H_{QQ}\end{pmatrix}
\begin{pmatrix}u\\q\end{pmatrix}
=E\begin{pmatrix}u\\q\end{pmatrix}. \tag{2}
$$

Its two rows read

$$
H_{CC}u+V^Tq=Eu,\qquad Vu+H_{QQ}q=Eq.
$$

If $E$ is not an eigenvalue of $H_{QQ}$, the second row gives $q=(E-H_{QQ})^{-1}Vu$. Substitution in the first gives

$$
[H_{CC}+\Sigma(E)]u=Eu,\qquad
\Sigma(E)=V^T(E-H_{QQ})^{-1}V. \tag{3}
$$

No approximation has been made. The matrix $\Sigma(E)$ is the whole effect of $Q$ on the retained components. CVS sets $V=0$, and therefore $\Sigma=0$, leaving

$$
H_{CC}x_n=\Omega_nx_n,\qquad x_n^Tx_n=1.
$$

### The second-order shift

Replace $V$ by $\lambda V$ to count powers of the coupling. Equation (3) then contains $\lambda^2\Sigma(E)$. Normalize the retained vector by $x_n^Tu=1$ and multiply (3) from the left by $x_n^T$. Since $x_n^TH_{CC}=\Omega_nx_n^T$,

$$
E_n-\Omega_n=\lambda^2x_n^T\Sigma(E_n)u. \tag{4}
$$

For an isolated state both $E_n-\Omega_n$ and $u-x_n$ start at order $\lambda^2$. On the right of (4) they may thus be replaced by zero at leading order:

$$
\delta_n=x_n^T\Sigma(\Omega_n)x_n.
$$

Let $H_{QQ}y_m=\Omega_my_m$, with orthonormal $y_m$. The resolvent is

$$
(\Omega_n-H_{QQ})^{-1}
=\sum_m\frac{y_my_m^T}{\Omega_n-\Omega_m},
$$

and inserting it gives

$$
\delta_n=\sum_m\frac{(y_m^TVx_n)^2}{\Omega_n-\Omega_m}, \tag{5}
$$

which is (1). An omitted state below $x_n$ pushes it up; one above pushes it down.

The spectrum of $H_{QQ}$ is not needed in an implementation. Form $g=Vx_n$, solve

$$
(\Omega_n-H_{QQ})y=g,
$$

and evaluate $\delta_n=g^Ty$. The linear system is indefinite if $Q$ has states on both sides of $\Omega_n$, so a solver restricted to positive definite matrices is then unsuitable.

### When the estimate is reliable

The next order shows what can spoil (5). Write $\Sigma_{kn}=x_k^T\Sigma(\Omega_n)x_n$. Projecting (3) on another core state $x_k$ gives, at order $\lambda^2$,

$$
(\Omega_k-\Omega_n)u_k+\Sigma_{kn}=0,
\qquad u_k=\frac{\Sigma_{kn}}{\Omega_n-\Omega_k}.
$$

The energy argument of $\Sigma$ also changes by $\lambda^2\delta_n$. Differentiating the resolvent gives

$$
\left.\frac{d\,x_n^T\Sigma(E)x_n}{dE}\right|_{\Omega_n}
=-S_n,\qquad
S_n=\sum_m\frac{(y_m^TVx_n)^2}{(\Omega_n-\Omega_m)^2}.
$$

Putting both changes into (4) yields the fourth-order term

$$
e_n^{(4)}=-\delta_nS_n+
\sum_{k\ne n}\frac{\Sigma_{kn}^2}{\Omega_n-\Omega_k}. \tag{6}
$$

Two conditions follow. The sum $S_n$ must be small compared with one, and the induced coupling $\Sigma_{kn}$ must be small compared with the spacing of the core states. The first condition concerns the whole sum: many couplings, each small compared with its energy denominator, can still make $S_n$ large. For degenerate core states, $\Sigma$ must first be diagonalized within the degenerate set, unless symmetry already does so.

There is no third-order term here because $H_{QQ}$ has been diagonalized completely. Suppose instead that $Q$ has several sectors and that their mutual coupling $W$ is also treated as a perturbation. With $H_{QQ}=D+\lambda W$ and $R=(\Omega_n-D)^{-1}$,

$$
(\Omega_n-D-\lambda W)^{-1}=R+\lambda RWR+\cdots,
$$

so the energy acquires the third-order term $x_n^TV^TRWRVx_n$. The second-order formula is unchanged if $m$ then denotes eigenstates of the separate blocks in $D$.

### A bound when all valence levels lie below the edge

Let $\Omega_{c,\min}$ be the lowest eigenvalue of $H_{CC}$ and $\Omega_{v,\max}$ the highest of $H_{QQ}$. Assume

$$
G=\Omega_{c,\min}-\Omega_{v,\max}>0.
$$

Order the retained levels by energy, and compare them with the equally many highest levels of $H$. Then

$$
0\le E_n-\Omega_n\le\frac{\|V\|^2}{G}, \tag{7}
$$

where $\|V\|$ is the largest singular value of $V$.

For the lower limit, recall that the $k$th highest eigenvalue is obtained by taking the minimum energy expectation value in each $k$-dimensional subspace and then maximizing over subspaces. Restricting the subspaces to $C$ cannot raise this maximum. Hence $\Omega_n\le E_n$.

For the upper limit set $\beta=\|V\|^2/G$. If $V=0$ the result is immediate. Otherwise, for any vectors $u$ and $q$,

$$
\begin{aligned}
\beta|u|^2-2q^TVu+G|q|^2
&\ge\beta|u|^2-2\|V\||q||u|+G|q|^2\\
&=(\sqrt\beta\,|u|-\sqrt G\,|q|)^2\ge0,
\end{aligned}
$$

because $\sqrt{\beta G}=\|V\|$. Thus $H$ has no larger expectation value, in any vector, than the block-diagonal matrix with blocks $H_{CC}+\beta$ and $H_{QQ}+G$. By the same max-min rule, its ordered eigenvalues are no larger either. The second block has no eigenvalue above $\Omega_{c,\min}$, whereas the first has eigenvalues $\Omega_n+\beta$. The latter are therefore the highest levels of the comparison matrix, which proves (7).

### The omitted block in singlet CIS

Configuration interaction singles (CIS) provides a concrete $V$. In this subsection capital letters are spin orbitals: $I,J$ are occupied and $A,B$ virtual in the reference $\Phi$. Normal ordering relative to $\Phi$ separates the Hamiltonian into the reference energy $E_0$, the Fock operator $F$ and a two-electron remainder with antisymmetrized integrals

$$
\langle PQ||RS\rangle=(PR|QS)-(PS|QR).
$$

In $(PR|QS)$ the densities $\phi_P\phi_R$ and $\phi_Q\phi_S$ interact through $1/r_{12}$.

Consider $\Phi_J^B=a_B^\dagger a_J\Phi$. The Fock operator can move the particle from $B$ to $A$, with coefficient $F_{AB}$. It can also fill hole $J$ from $I$. For $I\ne J$,

$$
a_J^\dagger a_Ia_B^\dagger a_J\Phi
=-a_B^\dagger a_J^\dagger a_Ja_I\Phi
=-a_B^\dagger a_I\Phi,
$$

so a moving hole contributes $-F_{IJ}$. Normal ordering gives the same sign for $I=J$: removing an electron removes its Fock energy.

The two-electron remainder must annihilate electrons in $B$ and $I$ and create them in $A$ and $J$. Its prefactor $1/4$ is cancelled by the four equivalent orderings of the two pairs. For the remaining ordering,

$$
a_A^\dagger a_J^\dagger a_Ba_I\,a_B^\dagger a_J\Phi
=-a_A^\dagger a_J^\dagger a_Ia_J\Phi
=a_A^\dagger a_I\Phi.
$$

The displayed order again takes $I\ne J$; the normal-ordered operator extends it to equal indices. Therefore

$$
\begin{aligned}
\langle\Phi_I^A|H-E_0|\Phi_J^B\rangle
={}&F_{AB}\delta_{IJ}-F_{IJ}\delta_{AB}\\
&+(AI|JB)-(AB|JI). 
\end{aligned}\tag{8}
$$

Now let lower-case letters denote spatial orbitals. The singlet state is the sum of the $\alpha$ and $\beta$ excitations divided by $\sqrt2$. In the matrix element, the first integral survives for four spin combinations and gives $4/2=2$. The second requires equal spins and gives $2/2=1$. With canonical orbital energies $\varepsilon_p$,

$$
A_{ia,jb}=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)
+2(ia|jb)-(ij|ab). \tag{9}
$$

For a core orbital $s$ and a valence orbital $j$, the delta term vanishes. The omitted element is

$$
V_{jb,sa}=2(sa|jb)-(sj|ab). \tag{10}
$$

The densities $\phi_s\phi_a$ and $\phi_s\phi_j$ integrate to zero by orthogonality, so neither carries a net charge. They also require amplitude in the small core region. The coupling is nevertheless finite, and it is the large energy denominator that keeps the shift small.

### Water: error relative to full CIS

Take water with bond length 0.96 angstrom and angle 104.5 degrees in the cc-pVDZ basis. It has 5 occupied and 19 virtual orbitals. Of the 95 singlet singles, 19 start from oxygen 1s.

The lowest CVS level is 20.2596 Ha, or 551.29 eV. Its squared coupling is

$$
\|Vx_n\|^2=0.004993\ \mathrm{Ha}^2.
$$

The second-order sum gives 0.2772 mHa. These two numbers define an effective denominator

$$
\frac{0.004993\ \mathrm{Ha}^2}{0.0002772\ \mathrm{Ha}}
\simeq18.0\ \mathrm{Ha}.
$$

Diagonalizing the full CIS matrix gives a shift of 0.2770 mHa, or 0.0075 eV. The estimate is thus accurate to about 0.05 percent of the shift. The full state retains a weight of 0.999984 in $x_n$, so $S_n$ cannot exceed about $1.6\times10^{-5}$ at leading order. In (6), the first term is then too small to explain the relative difference of $5\times10^{-4}$. Within that expansion the difference comes mainly from mixing with higher core states, which is negative for the lowest one.

All valence CIS levels lie below the core block in this basis. The largest shift among its 19 levels is 0.523 mHa, below the rigorous limit of 1.223 mHa from (7).

If the basis primitives are uncontracted, there are 175 singles, including 35 core singles. Of the 140 valence levels, 100 lie below the core level and 40 above it, so (7) no longer applies. The highest is near 22,800 Ha. A normalized s Gaussian of exponent $\alpha$ has kinetic energy $3\alpha/2$. For the steepest oxygen primitive, with $\alpha=11{,}720$ bohr$^{-2}$, this is 17,580 Ha, and a combination of primitives with opposite signs can have more. Such levels are products of the basis, not spectroscopic predictions. The nearest coupled level is still 1.94 Ha away. The full and second-order shifts remain close, at 0.4497 and 0.4502 mHa.

These are errors relative to full CIS in the same basis, and they are not converged with respect to it. The shift of the lowest level is 0.27 mHa in aug-cc-pVDZ, 0.53 mHa in cc-pVTZ, and 0.11 and 0.14 mHa with cc-pCVDZ and cc-pCVTZ on oxygen, while the CVS level lies between 551.1 and 551.6 eV. In each of these bases the second-order estimate stays within 0.5 percent of the shift. What carries over is the order of magnitude, a few tenths of a mHa, not the digits. CIS omits most core-hole relaxation, electron correlation and relativity, so the small CVS error does not make 551 eV an accurate prediction of the measured edge.

## 2. Core-hole sectors, doubles and computational size

### Results carried forward

The retained state $x_n$ has CVS energy $\Omega_n$. The omitted coupling $V$ changes its energy, to second order, by

$$
\delta_n=\sum_m\frac{(y_m^TVx_n)^2}{\Omega_n-\Omega_m}, \tag{11}
$$

where $y_m$ and $\Omega_m$ are eigenstates and energies of the separate omitted blocks. Lower states push $x_n$ up and higher states push it down. The ground-state energy is held common. The numbers of occupied, virtual and chosen core spatial orbitals are $o$, $v$ and $c$.

### Strict and loose separation

Once a method contains more than single excitations, the phrase "core-excited space" needs a definition. Sort determinants by the number $k$ of holes in the chosen core orbitals. A two-electron Hamiltonian replaces at most two occupied spin orbitals, so it can change $k$ by at most two.

Strict CVS retains $k=1$. Loose CVS retains $k\ge1$. For one K shell, $k$ can be 0, 1 or 2, and the error of the strict form splits into

$$
\delta_n=\delta_n^{(0)}+\delta_n^{(2)}, \tag{12}
$$

where the superscript gives the number of core holes in the omitted sector. The first part is coupling to valence excitations with a filled core. The second is coupling to double-core-hole configurations. If all of the latter lie above $x_n$, then $\delta_n^{(2)}\le0$.

A double-core-hole configuration need not represent a physical two-hole final state. It can also describe a change in shape of the one core electron that remains after excitation. This is why its omission can matter even though its energy is high.

We have derived the leading energy error of core-valence separation and the conditions for trusting it, found it to be a few tenths of a mHa for the lowest core level of water in CIS, and split the strict error by the number of core holes in the omitted sector. It remains to show why the double-hole sector contains relaxation, to compare the strict and loose forms for beryllium, and to treat resonant valence doubles and the savings in computational size.
